# When length and velocity forms of two-photon amplitudes agree

An electron in a one-dimensional well absorbs two photons, of 0.5 and 3.5 hartree, and rises from the lowest bound level to the highest, 4 hartree above. One bound level lies between them. If the second-order sum is restricted to that level, the coupling through the electric field gives the amplitude $-0.297$, and the coupling through the vector potential gives $-0.636$. The wave functions and energies are exact, the photons match the gap, and the predicted rates, proportional to the squared amplitudes, still differ by a factor of 4.6.

The numbers contradict a plausible belief: electrodynamics is gauge independent, so a two-photon amplitude must come out the same in either form, whether one looks at a single intermediate state or at the whole sum, and whether or not the photon energies add up to the level difference.

The premise is right. What can be measured does not depend on the gauge. One-photon absorption makes the extension tempting, because there a single matrix element in one form equals a single matrix element in the other. But a term of a perturbation sum is not measurable, and neither is a sum whose photons fail to conserve energy. The two forms are guaranteed to agree when the sum over intermediate states is complete and the photon energies match the level difference. If one of these conditions fails, agreement is no longer guaranteed.

## The two couplings

Hartree atomic units are used. The electron has charge $-1$ and the Hamiltonian

$$H=\frac{p^2}{2}+V(x),$$

with a local potential $V$. The field is uniform over the system (the dipole approximation), with vector potential $A(t)$ and electric field $E=-\dot A$. The force on the electron is $-E$, so its potential energy is $+xE$. This is the length form:

$$i\dot\psi_L=(H+xE)\psi_L .$$

Define $\psi_V=e^{-iAx}\psi_L$. Differentiation gives

$$i\dot\psi_V=\dot A x\,\psi_V+e^{-iAx}(H+xE)\psi_L .$$

Since $xE=-\dot Ax$, the two terms containing $\dot A$ cancel. Since $e^{-iAx}p\,e^{iAx}=p+A$, what remains is the velocity form:

$$i\dot\psi_V=\left[\frac{(p+A)^2}{2}+V\right]\psi_V=\left[H+Ap+\frac{A^2}{2}\right]\psi_V .$$

Now let

$$A(t)=A_1e^{-i\omega_1t}+A_2e^{-i\omega_2t}+\text{c.c.}$$

Because $E=-\dot A$, the part $A_je^{-i\omega_jt}$ of the potential belongs to the part $i\omega_jA_je^{-i\omega_jt}$ of the field. A positive $\omega$ describes absorption, a negative one emission.

Let $c_n$ be the amplitude of state $n$ with its phase $e^{-iE_nt}$ removed, and let a perturbation $We^{-i\omega_1t}$ be switched on slowly in the distant past. First order gives

$$c_n^{(1)}=-i\int_{-\infty}^t W_{ni}\,e^{i(E_n-E_i-\omega_1)t'}dt'=\frac{W_{ni}\,e^{i(E_n-E_i-\omega_1)t}}{E_i+\omega_1-E_n}.$$

The slow switching removes the lower limit. No intermediate level is assumed to be hit exactly, so the denominator is not zero. A second photon takes $n$ to $f$ and multiplies by a matrix element and by $e^{i(E_f-E_n-\omega_2)t}$. The photons may act in either order. Collecting the factor $A_1A_2$ gives

$$i\dot c_f=A_1A_2\,T\,e^{-i\Delta t},\qquad \Delta=\omega_1+\omega_2-(E_f-E_i).$$

With $D_1=E_i+\omega_1-E_n$ and $D_2=E_i+\omega_2-E_n$, the two versions of $T$ are

$$T_L=-\omega_1\omega_2\sum_n x_{fn}x_{ni}\left(\frac1{D_1}+\frac1{D_2}\right),$$

$$T_V=\sum_n p_{fn}p_{ni}\left(\frac1{D_1}+\frac1{D_2}\right)+\langle f|i\rangle .$$

The factor $-\omega_1\omega_2$ is $(i\omega_1)(i\omega_2)$. The last term of $T_V$ comes from $A^2/2$, whose cross term is $A_1A_2$; it acts only when the initial and final states coincide. Sums over $n$ include the continuum. Both amplitudes are dimensionless.

In a steady wave of long duration, the time integral of $e^{-i\Delta t}$ tends to $2\pi$ times a delta function of $\Delta$. Transitions then occur at $\Delta=0$, and the value of $T$ elsewhere has no rate attached to it.

## One term at a time

The bridge between the forms is a commutator. A local $V$ commutes with $x$, so

$$[H,x]=\tfrac12[p^2,x]=-ip .$$

Between eigenstates $a$ and $b$ of $H$ the left side is $(E_a-E_b)x_{ab}$, and therefore

$$p_{ab}=i(E_a-E_b)x_{ab}.$$

For one photon this settles the matter: the velocity coupling $A\,p_{fi}$ equals the length coupling $i\omega A\,x_{fi}$ when $\omega=E_f-E_i$. Even here energy has to be conserved.

For two photons the relation is used twice:

$$p_{fn}p_{ni}=-(E_f-E_n)(E_n-E_i)\,x_{fn}x_{ni}.$$

The energies here belong to the levels, while the length form carries $\omega_1\omega_2$. If neither term vanishes, their ratio is

$$\frac{\text{velocity term}}{\text{length term}}=\frac{(E_f-E_n)(E_n-E_i)}{\omega_1\omega_2}.$$

To find the difference, write $a=E_n-E_i$, so that $D_1=\omega_1-a$ and $D_2=\omega_2-a$. At $\Delta=0$ one has $E_f-E_n=\omega_1+\omega_2-a$, and

$$\omega_1\omega_2-a(\omega_1+\omega_2-a)=(\omega_1-a)(\omega_2-a)=D_1D_2 .$$

The velocity term minus the length term is thus

$$x_{fn}x_{ni}\,D_1D_2\left(\frac1{D_1}+\frac1{D_2}\right)=x_{fn}x_{ni}(D_1+D_2)=x_{fn}x_{ni}(E_i+E_f-2E_n).$$

The photon energies have dropped out. However the total energy is shared between the photons, a given intermediate state contributes the same difference.

Near an intermediate resonance $D_1$ or $D_2$ is small. Unless the level lies midway between $E_i$ and $E_f$, where $D_1+D_2=0$ and both terms vanish, the terms grow without limit, their difference stays fixed, and their ratio tends to 1. This is why a calculation with one nearly resonant state can look gauge independent.

## The well and its one bound intermediate state

The well in the opening example is $V=-6\,\mathrm{sech}^2x$, with $x$ in bohr and $V$ in hartree. Let $s=\mathrm{sech}\,x$ and $t=\tanh x$, so that $s'=-st$, $t'=s^2$ and $s^2+t^2=1$. The bound functions are

$$\psi_i=\sqrt{\tfrac{15}{16}}\,s^3,\qquad \psi_m=\sqrt{\tfrac{15}{4}}\,s^2t,\qquad \psi_f=\sqrt{\tfrac{3}{16}}\,(4s-5s^3).$$

Differentiating twice gives

$$s''=s-2s^3,\quad (s^3)''=9s^3-12s^5,\quad (s^2t)''=4s^2t-12s^4t .$$

In $-\frac12\psi''-6s^2\psi$ the highest powers cancel, which leaves the energies $E_i=-4.5$, $E_m=-2$ and $E_f=-0.5$ hartree. For $\psi_f$, for instance,

$$-\tfrac12(4s-53s^3+60s^5)-24s^3+30s^5=-2s+\tfrac52s^3=-\tfrac12(4s-5s^3).$$

The prefactors normalize the functions, because with $dx=dt/s^2$ the squares integrate to

$$\int_{-1}^1(1-t^2)^2dt=\tfrac{16}{15},\quad \int_{-1}^1(1-t^2)t^2dt=\tfrac4{15},\quad \int_{-1}^1(5t^2-1)^2dt=\tfrac{16}{3}.$$

The states $i$ and $f$ are even, so $x$ and $p$ connect them to odd states. Of these, $m$ is bound and the rest form the continuum.

The matrix elements need $J_k=\int s^k dx$. Here $J_1=\pi$, and integrating $(s^k)''=k^2s^k-k(k+1)s^{k+2}$ over all $x$ gives $J_{k+2}=kJ_k/(k+1)$. Hence $J_3=\pi/2$, $J_5=3\pi/8$ and $J_7=5\pi/16$. Then

$$\int\psi_m\psi_i'\,dx=-3\cdot\tfrac{15}{8}(J_5-J_7)=-\frac{45\pi}{128},$$

$$\int\psi_m\psi_f'\,dx=\tfrac{3\sqrt5}{8}(-4J_3+19J_5-15J_7)=\frac{21\sqrt5\,\pi}{128}.$$

Since $p=-i\,d/dx$ and $p_{fm}=p_{mf}^*$, the product $p_{fm}p_{mi}$ is the product of these two integrals, $-1.27291$. Dividing by $-(E_f-E_m)(E_m-E_i)=-1.5\times2.5$ gives $x_{fm}x_{mi}=0.33944$ bohr².

For photons of 0.5 and 3.5 hartree, $D_1=-2$ and $D_2=1$, so the bracket of inverses is $-0.5+1=0.5$. The bound state alone gives

$$T_L=-(0.5)(3.5)(0.33944)(0.5)=-0.297,$$

$$T_V=(-1.27291)(0.5)=-0.636 .$$

For two photons of 2 hartree, $D_1=D_2=-0.5$ and the bracket is $-4$. The same state then gives

$$T_L=-(4)(0.33944)(-4)=5.431,\qquad T_V=(-1.27291)(-4)=5.092 .$$

Now the forms differ by about 6 percent of the length value. Yet the difference $T_V-T_L$ is $-0.339$ in both cases, as it must be, since $E_i+E_f-2E_m=-1$ hartree. With equal photons it is set against a large amplitude. With unequal photons the two time orders partly cancel, and the same difference is comparable to the amplitudes themselves.

## What the missing states supply

A single term with $x_{fn}x_{ni}\ne0$ has no difference only if its level lies midway between $E_i$ and $E_f$. In the well the level $m$ does not, so the difference can disappear only in the sum. Putting $H$ in place of the energies and using $\sum_n|n\rangle\langle n|=1$, one finds

$$\sum_n x_{fn}x_{ni}(E_i+E_f-2E_n)=\langle f|Hx^2-2xHx+x^2H|i\rangle=\langle f|[[H,x],x]|i\rangle .$$

Since $[H,x]=-ip$ and $[p,x]=-i$, the double commutator is $(-i)(-i)=-1$. The sum is $-\langle f|i\rangle$. It vanishes for different states, and $T_V=T_L$ at $\Delta=0$.

In the well the continuum therefore has to contribute $+0.339$ to $T_V-T_L$. To follow this, the Hamiltonian was diagonalized on a uniform grid of sinc functions with spacing 0.125 bohr, in a box reaching from $-25$ to $25$ bohr. The box turns the continuum into discrete states. For two photons of 2 hartree, keeping intermediate states below a cutoff gives these sums:

| Cutoff (hartree) | $T_L$ | $T_V$ | $T_V-T_L$ |
|---|---|---|---|
| 0 | 5.431 | 5.092 | −0.339 |
| 1 | 5.266 | 5.226 | −0.040 |
| 5 | 5.2575 | 5.2560 | −0.0015 |
| 20 | 5.2574 | 5.2574 | 0.0000 |

Partial sums at a cutoff depend on the box, which fixes where its discrete levels fall. At the cutoff of 1 hartree, half-widths from 15 to 40 bohr give $T_V-T_L$ between $-0.040$ and $-0.049$, and the continuum without a box gives $T_L=5.267$, $T_V=5.224$ and a difference of $-0.043$; at 5 hartree the shifts are about $10^{-4}$. The complete sum can be had without any sum over states: one solves $(E_i+\omega-H)\varphi=x\psi_i$ for $\varphi$ by finite differences and integrates $\varphi$ against $x\psi_f$, and proceeds likewise with derivatives for the velocity form. Both forms then give 5.2574. For the unequal photons both give $-0.4077$.

The length sum falls toward its limit while the velocity sum rises. The ratio of terms explains the opposite directions. Every continuum state has $E_n>E_f$, so $(E_f-E_n)(E_n-E_i)$ is negative, and each continuum state contributes with opposite signs to the two forms. The ratio also grows in size as $E_n^2$ at high energy, so the velocity form gives the high continuum more weight. In this example its sum is the slower one to settle once continuum states are added, although for equal photons the bound state alone leaves it slightly closer to the limit (0.166 against 0.174).

Keeping only the bound state, the rate for equal photons is 1.07 times the complete rate in the length form and 0.94 times in the velocity form. For unequal photons the factors are 0.53 and 2.44. Neither form is right there, and choosing one of them does not replace the continuum.

Comparing the forms is thus a useful but limited check on a truncated sum. For a local potential and exact eigenstates and energies of one $H$, a disagreement at $\Delta=0$ proves that something is missing. An agreement shows only that one weighted sum over the omitted states vanishes, and the weights need not share a sign: in the well the $-0.339$ of the level $m$ cancels the $+0.339$ of the continuum, so a sum that omitted both would show agreement, zero against zero, while missing the whole amplitude.

## When the photon energies do not match

Now let the sum be complete and $\Delta\ne0$. Then $E_f-E_n=\omega_1+\omega_2-\Delta-a$, and the earlier product acquires one more piece:

$$\omega_1\omega_2-a(\omega_1+\omega_2-\Delta-a)=D_1D_2+a\Delta .$$

The velocity term minus the length term becomes

$$x_{fn}x_{ni}\left[D_1+D_2+\Delta\left(\frac a{D_1}+\frac a{D_2}\right)\right].$$

From $a=\omega_1-D_1$ follows $a/D_1=\omega_1/D_1-1$, and likewise $a/D_2=\omega_2/D_2-1$. Also $D_1+D_2=E_i+E_f-2E_n+\Delta$. The bracket is therefore

$$E_i+E_f-2E_n+\Delta\left(\frac{\omega_1}{D_1}+\frac{\omega_2}{D_2}-1\right).$$

In the complete sum the first part gives $-\langle f|i\rangle$, which the $A^2$ term cancels. With $S_j=\sum_n x_{fn}x_{ni}/D_j$ the result is

$$T_V-T_L=\Delta\left[\omega_1S_1+\omega_2S_2-\langle f|x^2|i\rangle\right].$$

No further intermediate states can repair this. The difference carries the energy mismatch as a factor: it vanishes at $\Delta=0$ and is nonzero elsewhere unless the bracket happens to vanish. The bracket itself changes with the photon energies, so the difference is linear in $\Delta$ only for a small mismatch.

Take two photons of 1.9 hartree, so that $\Delta=-0.2$ hartree. The complete length amplitude, again from the inhomogeneous equation, is 3.9335. Since $T_L=-\omega^2(S_1+S_2)$ for equal photons,

$$\omega(S_1+S_2)=-\frac{3.9335}{1.9}=-2.0703 .$$

With $\langle f|x^2|i\rangle=0.2795$ bohr² the formula gives

$$T_V-T_L=(-0.2)(-2.0703-0.2795)=0.470 .$$

The velocity amplitude computed directly is 4.4034, larger than the length amplitude by this amount, or 12 percent. With photons of 2.1 hartree the mismatch has the other sign, and so has the difference: $T_L=7.286$ and $T_V=6.536$.

"Off resonance" therefore has two meanings that must be kept apart. The photons of 2 hartree miss the intermediate level by 0.5 hartree, and the complete forms agree, because the total energy is matched. What spoils agreement is a mismatch between the total photon energy and the final level.

## Elastic scattering needs the $A^2$ term

If the electron absorbs a photon $\omega$ and emits an equal one, then $f=i$, $\omega_1=\omega$ and $\omega_2=-\omega$. Energy is conserved. The double commutator now contributes $-1$, and the term $\langle f|i\rangle=1$ must cancel it.

For the lowest state of the well and $\omega=1$ hartree, the length amplitude is $-0.187$. The sum over momentum matrix elements alone is $-1.187$, and adding 1 restores agreement. Leaving out the term costs exactly 1 at every frequency. Relative to the length amplitude this error grows without limit at low frequency: $T_L$ is $\omega^2$ times a sum that stays finite as $\omega\to0$, so it vanishes as $\omega^2$, while the momentum sum, equal to $T_L-1$, tends to $-1$. Completeness in the velocity form thus covers the coupling as well as the states.

## Why gauge independence survives

A real pulse has a spread of frequencies, and its carrier may be detuned. Its final transition amplitude is still the same in both forms. The reason is the relation

$$\psi_L(t)=e^{iA(t)x}\psi_V(t).$$

If $A$ vanishes before and after the pulse, the two wave functions start equal and end equal. No expansion in powers of the field was used, so the statement holds in each order and for any number of photons. In terms of frequencies, each pair of components contributes a time integral of $e^{-i\Delta t}$, and over the whole pulse the pairs with $\Delta=0$ survive. A detuned pulse drives the transition through matched pairs in its spectrum.

While $A\ne0$, the number $\langle f|\psi\rangle$ answers different questions in the two forms. Expanding the exponential to second order, and using the fact that $x$ does not connect $f$ to $i$ directly, gives

$$c_L=c_V+iA\sum_n x_{fn}e^{i(E_f-E_n)t}c_n^{(1)}-\frac{A^2}{2}\langle f|x^2|i\rangle e^{i(E_f-E_i)t},$$

where $c_L$ and $c_V$ are the second-order amplitudes of $f$ and $c_n^{(1)}$ is the first-order velocity amplitude.

Consider the pulse $A(t)=0.02\sin^2(\pi t/40)\cos(1.9t)$ for $0\le t\le40$, all in atomic units. Twice its carrier frequency misses the gap by 0.2 hartree. The second-order time integrals were evaluated numerically with the states of the box. At the middle of the pulse $A=0.0191$, and the amplitudes have magnitudes $|c_L|=1.29\times10^{-3}$ and $|c_V|=1.51\times10^{-3}$. At the end $A=0$, and both magnitudes are $2.055\times10^{-3}$. The remaining difference of $4\times10^{-10}$ between the complex amplitudes is at the level of numerical error.

If a pulse leaves a constant $A\ne0$ behind, the final state in the velocity form must be taken as $e^{-iAx}\psi_f$. Projection on the unchanged $\psi_f$ would give a discrepancy of the same origin as the one at mid-pulse.

Two assumptions also limit the sum-over-states result. If the potential is nonlocal, $[V,x]$ need not vanish, and $p$ no longer equals $i[H,x]$; the coupling to $A$ must then be rebuilt from the gauge transformation. If the energies in the denominators are not eigenvalues of the same $H$ that supplies the wave functions, the relation between $p_{ab}$ and $x_{ab}$ is lost. In either case matched photons and a long list of states do not by themselves guarantee agreement.
